\section*{Detailed balance and the effective spin diffusion constant of a ferromagnet, part 1}

(Sections cited here and not found follow in the second part.)

\section{From spin-flip balance to the diffusion constant}

A ferromagnetic metal is described here by two groups of conduction electrons, labelled $u$ (up, the majority spin) and $d$ (down, the minority spin). The magnetization is uniform and every spin is parallel or antiparallel to it. Channel $s$ has a density of states $N_s$ at the Fermi level, counted per energy and volume for that spin alone, and a diffusion constant $D_s$. The algebra uses atomic units, so that $\hbar=m_e=e=1$ and the electron has charge $-1$; temperature $T$ is an energy. The abbreviations
\begin{equation}
N=N_u+N_d,\qquad p_s=\frac{N_s}{N},\qquad g_s=N_sD_s,\qquad g=g_u+g_d
\end{equation}
will be used throughout. The spin-flip rate out of channel $u$ is $1/\tau_{ud}$, that out of channel $d$ is $1/\tau_{du}$, and the spin relaxation time $\tau$ is defined by
\begin{equation}
\frac1\tau=\frac1{\tau_{ud}}+\frac1{\tau_{du}} .
\end{equation}
The quantity to be found is the constant $D$ for which the spin diffusion length is $l=\sqrt{D\tau}$. It is
\begin{equation}
D=\frac{D_uD_d\,(N_u+N_d)}{N_uD_u+N_dD_d}.
\end{equation}

Scattering that conserves spin, including scattering that exchanges energy, is taken to be much more frequent than spin flips. Each channel then has a local distribution of its own, a Fermi function $f_s(E)=[e^{(E-\mu_s)/T}+1]^{-1}$ of the total energy $E$, which includes the electrostatic energy $-\phi$ of an electron in the potential $\phi$. The parameter $\mu_s(\mathbf r,t)$ is the electrochemical potential of the channel. Both $\mu_s$ and $\phi$ are measured from their values in the uniform equilibrium state. Raising $\mu_s$ fills more states, and raising $\phi$ lowers the band and also fills more states. To first order, with $N_s$ constant over the energies concerned, the excess density is therefore
\begin{equation}
n_s=N_s(\mu_s+\phi).
\end{equation}

The particle current has a diffusive part $-D_s\nabla n_s$ and a drift part. The force on an electron is $+\nabla\phi$, so the drift part is $b_s\nabla\phi$ with some coefficient $b_s$. In equilibrium $\mu_s$ is uniform, hence $\nabla n_s=N_s\nabla\phi$, and the current must vanish:
\begin{equation}
0=-D_sN_s\nabla\phi+b_s\nabla\phi
\quad\Longrightarrow\quad b_s=N_sD_s=g_s .
\end{equation}
This is the Einstein relation. Inserting $n_s$ out of equilibrium gives
\begin{equation}
\mathbf J_s=-D_sN_s\nabla(\mu_s+\phi)+g_s\nabla\phi=-g_s\nabla\mu_s .
\end{equation}
The charge current is $\mathbf j_s=-\mathbf J_s=g_s\nabla\mu_s$. In a uniform wire $n_s=0$, so $\mu_s=-\phi$ and $\mathbf j_s=-g_s\nabla\phi=g_s\mathbf E$. Thus $g_s$ is the conductivity $\sigma_s$ of the channel; in ordinary units $\sigma_s=e^2N_sD_s$.

The flip rates come next. Consider first elastic flips caused by static disorder with spin-orbit coupling. By the golden rule the rate from a state $i$ of spin up to a state $k$ of spin down is $2\pi|V_{ki}|^2\delta(E_k-E_i)$. The perturbation is Hermitian, so $|V_{ki}|^2=|V_{ik}|^2$, and the reverse rate is the same. Let $w$ be the average of $2\pi|V_{ki}|^2$ over the Fermi surface, multiplied by the volume. One up electron then finds $N_d$ final states per energy and volume, and one down electron finds $N_u$:
\begin{equation}
\frac1{\tau_{ud}}=wN_d,\qquad \frac1{\tau_{du}}=wN_u .
\end{equation}
Multiplying the first by $N_u$ and the second by $N_d$ gives the condition of detailed balance,
\begin{equation}
\frac{N_u}{\tau_{ud}}=\frac{N_d}{\tau_{du}}\equiv\Gamma,\qquad \Gamma=wN_uN_d .
\end{equation}
Electrons leave the channel with few states slowly or quickly according to how many states the other channel offers them, not according to how many their own channel has.

The exclusion principle does not disturb this result. With the occupation factors written out, the net number of flips from up to down per volume and time is
\begin{equation}
\begin{aligned}
R&=wN_uN_d\int dE\,\bigl[f_u(1-f_d)-f_d(1-f_u)\bigr]\\
&=wN_uN_d\int dE\,(f_u-f_d)=\Gamma(\mu_u-\mu_d).
\end{aligned}
\end{equation}
The products $f_uf_d$ cancel. The last integral equals $\mu_u-\mu_d$ because shifting a Fermi function by a small energy $\delta\mu$ adds the area $\delta\mu\int(-\partial f/\partial E)\,dE=\delta\mu$, and finite shifts add up.

At room temperature magnons flip spins too. A magnon reduces the total spin along the majority direction by one unit. An electron going from $u$ to $d$ loses one unit, so it must absorb a magnon; one going from $d$ to $u$ emits a magnon. Let the magnon energy be $\omega$ and let the magnons be in equilibrium, with occupation $b=[e^{\omega/T}-1]^{-1}$. For each pair of states the ratio of the forward flow to the backward flow is
\begin{equation}
\frac{f_u(E)\,[1-f_d(E+\omega)]\,b}{f_d(E+\omega)\,[1-f_u(E)]\,(b+1)} .
\end{equation}
For a Fermi function $f_s/(1-f_s)=e^{-(E-\mu_s)/T}$, and for the magnons $b/(b+1)=e^{-\omega/T}$. The ratio is therefore
\begin{equation}
e^{-(E-\mu_u)/T}\;e^{(E+\omega-\mu_d)/T}\;e^{-\omega/T}=e^{(\mu_u-\mu_d)/T},
\end{equation}
whatever $E$ and $\omega$ are. If $R_0$ is the total one-way flow in equilibrium, the net flow for a splitting small against $T$ is
\begin{equation}
R=R_{\rm forward}\bigl[1-e^{-(\mu_u-\mu_d)/T}\bigr]\simeq\frac{R_0}{T}(\mu_u-\mu_d).
\end{equation}
This has the elastic form with $\Gamma=R_0/T$. For such processes the two flip times are defined by $1/\tau_{ud}=\Gamma/N_u$ and $1/\tau_{du}=\Gamma/N_d$, and several mechanisms together simply add their $\Gamma$. A magnon flip does not destroy spin; it passes it to the magnons. The result therefore assumes that the magnons return to equilibrium, by losing spin to the lattice, faster than the flips disturb them. If they do not, their occupation shifts and the net flip rate is smaller than $\Gamma(\mu_u-\mu_d)$.

The role of the balance condition is seen when the flip rate is written with densities. Using $n_s=N_s(\mu_s+\phi)$,
\begin{equation}
\frac{n_u}{\tau_{ud}}-\frac{n_d}{\tau_{du}}
=\frac{N_u}{\tau_{ud}}(\mu_u+\phi)-\frac{N_d}{\tau_{du}}(\mu_d+\phi).
\end{equation}
With equal prefactors $\Gamma$ the potential $\phi$ drops out and $\Gamma(\mu_u-\mu_d)$ remains. With unequal prefactors a term $(N_u/\tau_{ud}-N_d/\tau_{du})\phi$ would survive at $\mu_u=\mu_d=0$. A static potential, such as that of a screened charge, would then drive a permanent flow of spin in thermal equilibrium. The two flip times are thus not free parameters: their ratio $\tau_{ud}/\tau_{du}=N_u/N_d$ is fixed by the densities of states.

Let $\Delta=\mu_u-\mu_d$. Conservation of particles, with flips as source and sink, reads
\begin{equation}
\frac{\partial n_u}{\partial t}=-\nabla\!\cdot\mathbf J_u-\Gamma\Delta,\qquad
\frac{\partial n_d}{\partial t}=-\nabla\!\cdot\mathbf J_d+\Gamma\Delta .
\end{equation}
In a homogeneous material $-\nabla\!\cdot\mathbf J_s=g_s\nabla^2\mu_s$. In the steady state, therefore,
\begin{equation}
g_u\nabla^2\mu_u=\Gamma\Delta,\qquad g_d\nabla^2\mu_d=-\Gamma\Delta .
\end{equation}
Dividing by $g_u$ and $g_d$ and subtracting gives a closed equation for the splitting:
\begin{equation}
\nabla^2\Delta=\frac{\Delta}{l^2},\qquad
\frac1{l^2}=\Gamma\left(\frac1{g_u}+\frac1{g_d}\right)
=\frac1{D_u\tau_{ud}}+\frac1{D_d\tau_{du}} .
\end{equation}
The last form uses $\Gamma/g_u=(N_u/\tau_{ud})/(N_uD_u)$ and its counterpart for $d$. No statement about charge neutrality has been needed, because $\phi$ does not occur in these equations.

It remains to express the two flip times by $\tau$. Since $1/\tau_{ud}=\Gamma/N_u$ and $1/\tau_{du}=\Gamma/N_d$,
\begin{equation}
\frac1\tau=\Gamma\,\frac{N_u+N_d}{N_uN_d}
\quad\Longrightarrow\quad \Gamma=\frac{N_uN_d}{N\tau},
\end{equation}
and hence
\begin{equation}
\frac1{\tau_{ud}}=\frac{p_d}{\tau},\qquad \frac1{\tau_{du}}=\frac{p_u}{\tau}.
\end{equation}
Insertion into $1/l^2$ gives
\begin{equation}
\frac1{l^2}=\frac1\tau\left(\frac{p_d}{D_u}+\frac{p_u}{D_d}\right)
=\frac1\tau\,\frac{N_dD_d+N_uD_u}{N\,D_uD_d}.
\end{equation}
Comparison with $1/l^2=1/(D\tau)$ yields the stated $D$.

The intermediate form, $1/D=p_d/D_u+p_u/D_d$, shows what kind of average this is. It is a harmonic mean in which each channel carries the weight of the other one, because an electron leaves a channel at a rate set by the states of the other. Since $p_u+p_d=1$, $D$ lies between $D_u$ and $D_d$, and it equals their common value when they agree. If the up channel conducts much better, $g_u\gg g_d$, then $D\simeq D_dN/N_u$ and $l^2\simeq g_d/\Gamma$: the poorly conducting channel is the bottleneck. The reason is that a spin current without charge current needs opposite flows in the two channels, and these act as resistances in series.

The division of $l^2$ into $D$ and $\tau$ depends on the definition of $\tau$. If a time $\tau'$ is defined by the mean of the two rates, $1/\tau'=1/(2\tau)$, then $\tau'=2\tau$ and the constant that belongs to it is $D/2$. The length is unchanged. What singles out the present definition is that its $D$ and $\tau$ also govern the motion of spin in time, as follows.

In a metal the Coulomb interaction suppresses any net charge, so that $n_u=-n_d\equiv n$ to a very good approximation; its error is estimated in the second half. The two density relations become $\mu_u+\phi=n/N_u$ and $\mu_d+\phi=-n/N_d$. Their difference is
\begin{equation}
\Delta=n\left(\frac1{N_u}+\frac1{N_d}\right)=\frac{N}{N_uN_d}\,n .
\end{equation}
Adding the two continuity equations gives $0=g_u\nabla^2\mu_u+g_d\nabla^2\mu_d$, since $n_u+n_d$ stays zero. With $\mu_d=\mu_u-\Delta$ this becomes
\begin{equation}
g\,\nabla^2\mu_u=g_d\nabla^2\Delta .
\end{equation}
The continuity equation of the up channel is then
\begin{equation}
\frac{\partial n}{\partial t}=g_u\nabla^2\mu_u-\Gamma\Delta
=\frac{g_ug_d}{g}\nabla^2\Delta-\Gamma\Delta .
\end{equation}
Replacing $\Delta$ by $n$ produces the two coefficients
\begin{equation}
\frac{g_ug_d}{g}\,\frac{N}{N_uN_d}=\frac{D_uD_dN}{N_uD_u+N_dD_d}=D,
\qquad \Gamma\frac{N}{N_uN_d}=\frac1\tau ,
\end{equation}
and therefore
\begin{equation}
\frac{\partial n}{\partial t}=D\nabla^2n-\frac n\tau .
\end{equation}
The spin density $n_u-n_d=2n$ obeys the same equation. A uniform imbalance decays as $e^{-t/\tau}$, and a localized one spreads with the constant $D$. The electric field that keeps the metal neutral holds back the flow in the channel with the larger diffusion constant and speeds up the opposite flow in the other, so that for $D_u\ne D_d$ neither spreads with its own constant.

Detailed balance between the spin flips has fixed the effective constant $D$ in $l=\sqrt{D\tau}$, and the same $D$ and $\tau$ have been shown to govern the spreading and decay of spin in a neutral metal. What remains is to apply the result to a contact and a cobalt wire, and to estimate the errors of neutrality and the other assumptions.
